Why a Chern band has no exponentially localized Wannier functions

**The symptom**

Suppose an isolated band is to be turned into one Wannier orbital per cell, as the starting point for an interacting lattice model. If the band has a nonzero Chern number, the calculation does not settle. An orbital built from a good trial function looks compact, but its spread rises by about the same amount each time the k-mesh is doubled. Changing the trial function moves the trouble to another point of the Brillouin zone. Without knowing why, one may keep adjusting the trial function or the minimizer in search of an orbital that does not exist.

The cause is topological. For a Chern band the spread is infinite in every gauge. A gauge that is smooth apart from simple vortices gives a tail falling as r⁻² and a spread that grows as the logarithm of the system size.

**Setting and conventions**

Consider a two-dimensional lattice with short-range hopping and one band separated by a gap at every k. Lengths are in lattice constants a, and orbitals sit on the lattice points r = (x, y). The projector P(k) onto the band is periodic. It is also analytic, because it is a contour integral of the resolvent of an analytic H(k) around an isolated level. A normalized state u(k) in the band, with P = |u⟩⟨u|, defines

w(r) = ∫ d²k/(2π)² e^{ik·r} u(k),  u(k) = Σ_r e^{−ik·r} w(r).

Both u and w have one component per orbital. Since |u(k)| = 1, the lattice translates of w are orthonormal. The freedom u → e^{iα(k)}u is the gauge freedom. The curvature and Chern number do not depend on it:

F = i Tr P[∂ₓP, ∂ᵧP],  C = (1/2π) ∫ F d²k.

**Finite spread forces C = 0**

If w decayed exponentially, its Fourier series would make u analytic and periodic. A much weaker assumption is enough for a contradiction: let Σ r²|w|² be finite. Differentiating the series multiplies w by −ix or −iy, so by Parseval's theorem ∂ₓu and ∂ᵧu are square-integrable. The product rule may then be applied almost everywhere:

∂ₐP = |∂ₐu⟩⟨u| + |u⟩⟨∂ₐu|.

Normalization gives ⟨∂ₐu|u⟩ = −⟨u|∂ₐu⟩, so ⟨u|∂ₐu⟩ is imaginary, and

∂ₐP|u⟩ = |∂ₐu⟩ − |u⟩⟨u|∂ₐu⟩.

This is the part of ∂ₐu orthogonal to u. Because ∂ₓP is Hermitian,

Tr P ∂ₓP ∂ᵧP = ⟨∂ₓu|∂ᵧu⟩ − ⟨∂ₓu|u⟩⟨u|∂ᵧu⟩.

The last term is a product of two imaginary numbers and is therefore real. The trace with x and y exchanged is the complex conjugate. Their difference is 2i times the imaginary part, hence

F = i · 2i Im⟨∂ₓu|∂ᵧu⟩ = −2 Im⟨∂ₓu|∂ᵧu⟩.

Parseval's theorem now gives the zone average of the same product:

∫ d²k/(2π)² ⟨∂ₓu|∂ᵧu⟩ = Σ_r (−ix)*(−iy)|w(r)|² = Σ_r xy|w(r)|².

The sum converges because |xy| ≤ r²/2, and it is real. Therefore

C = (1/2π)(2π)²(−2) Im Σ_r xy|w(r)|² = 0.

So C ≠ 0 implies infinite spread. Measuring from another centre c does not help, since r² ≤ 2|r − c|² + 2|c|². Nor can w obey a bound |w| ≤ const · r^{−2−δ} with δ > 0, because Σ r²|w|² would then behave as ∫ r^{−1−2δ} dr and converge at large r. No smoothness of the gauge was assumed.

**Where the obstruction sits**

The argument excludes a good gauge but does not show what a practical gauge looks like. Let u be smooth except at isolated points kᵢ. Near each point write u = e^{iχ}s, with s smooth and normalized, and let χ wind by 2πnᵢ on a small counterclockwise loop. With A = i⟨u|∇u⟩,

A = A_s − ∇χ,  F = ∂ₓAᵧ − ∂ᵧAₓ.

The second relation follows because the mixed second derivatives cancel and leave i(⟨∂ₓu|∂ᵧu⟩ − ⟨∂ᵧu|∂ₓu⟩). Cut a small disc around each kᵢ and apply Stokes' theorem to the rest of the torus. Its boundary runs clockwise around the discs, so

∫ F d²k = −Σᵢ ∮A·dk = −Σᵢ ∮A_s·dk + Σᵢ ∮∇χ·dk.

As the discs shrink, the A_s terms vanish, leaving

C = Σᵢ nᵢ.

A gauge without singular points requires C = 0. A smooth single-valued phase factor has no winding on a small loop, so regauging by it cannot remove a vortex.

The usual construction shows how the vortex arises. Take a trial orbital t on one site. The projected state P(k)t is analytic, so its Fourier transform decays exponentially. Orthonormal translates require a unit vector at every k, and the usual choice is u = Pt/|Pt|. If Pt had no zero, u would be smooth and C would vanish. In a Chern band Pt must therefore vanish somewhere, whatever t is. At such a k₀ the Bloch sum of the projected orbitals is zero. Their overlap matrix has eigenvalues |P(k)t|² that reach zero, so the translates are not a stable basis. Dividing by |Pt| repairs the norm, but at a simple zero it leaves a phase that winds. A degenerate zero may have no winding; when all zeros are isolated points, their windings still add up to C. A special trial or model can make Pt vanish along a whole curve. If Pt changes sign across that curve, u jumps there, and the spread grows in proportion to the system size, faster than the logarithm derived below. Localization alone is possible; localization together with orthonormality is not.

**From a vortex to the r⁻² tail**

Take an isotropic vortex, e^{iχ} = e^{inθ}, where q = k − k₀ has polar angle θ. At large r the smooth part of u contributes less than any power of 1/r, so the leading tail is

w(r) ≈ e^{ik₀·r} s(k₀) ∫ d²q/(2π)² e^{iq·r} e^{inθ}.

Let φ be the polar angle of r. The angular integral is 2π iⁿ e^{inφ} Jₙ(qr). With x = qr as the integration variable, for n > 0,

w(r) ≈ e^{ik₀·r} s(k₀) iⁿ e^{inφ}/(2πr²) · ∫₀^∞ x Jₙ(x) dx.

The last integral needs a slowly decaying cutoff. The true integrand supplies one, because a smooth window of fixed width in q becomes very wide in x as r grows. With the cutoff e^{−εx}, the standard Laplace transform is

∫₀^∞ e^{−εx} Jₙ(x) dx = [√(1+ε²) − ε]ⁿ/√(1+ε²) = 1 − nε + O(ε²).

Minus its derivative at ε = 0 is the required integral, which equals n. For negative n, J₋ₙ = (−1)ⁿJₙ changes at most a sign. Thus

|w(r)| ≈ |n|/(2πr²).

For an isotropic vortex the leading tail contains no gap, bandwidth or hopping strength. These enter through corrections: by scaling, a term of degree j in q that is not smooth at q = 0 gives a contribution of order r^{−2−j}.

Summing over a large disc of radius R gives

S(R) = Σ_{r≤R} r²|w|² ≈ const + ∫^R 2πr dr · r² · n²/(4π²r⁴) = const + (n²/2π) ln R.

The norm and the centre still converge, since their tail integrals behave as ∫ r⁻³ dr and ∫ r⁻² dr. The spread is the borderline case.

**Stretching or splitting the vortex**

A simple zero need not be isotropic. Near it Pt = f s, where f is a complex linear function of qₓ and qᵧ. After a rotation of the axes, and apart from a constant factor, f is qₓ ± iλqᵧ with λ > 0. Set q′ = (qₓ, λqᵧ) and r′ = (x, y/λ). Then q·r = q′·r′ and d²q = d²q′/λ, so the isotropic result becomes

|w| ≈ 1/(2πλr′²) = λ/[2π(λ²x² + y²)].

The coefficient of ln R is the angular integral

(λ²/4π²) ∫₀^{2π} dφ/(λ²cos²φ + sin²φ)².

To evaluate it, start from ∫dφ/(a cos²φ + b sin²φ) = 2π/√(ab). Applying −∂/∂a − ∂/∂b puts cos²φ + sin²φ = 1 over the squared denominator and gives π(a+b)/(ab)^{3/2}. With a = λ² and b = 1, the coefficient is

(λ²/4π²) · π(1+λ²)/λ³ = (λ + 1/λ)/(4π) ≥ 1/(2π).

Equality holds at λ = 1. Stretching a simple vortex therefore makes the divergence stronger.

For vortices at different momenta, the cross terms in |w|² carry factors e^{i(kᵢ−kⱼ)·r}. These oscillate with r and add no logarithm once r is much larger than 1/|kᵢ − kⱼ|. At shorter distances, two close vortices act as one vortex of their combined winding. With |C| isotropic unit vortices of the same sign the coefficient is |C|/(2π), whereas one isotropic vortex of winding C gives C²/(2π). Splitting a multiple vortex helps, but it cannot bring the coefficient to zero.

**A two-orbital model**

Take H = d·σ, with energies in units of the hopping energy and

d = (sin kₓ, sin kᵧ, m − cos kₓ − cos kᵧ).

The lower band has P = (1 − d·σ/d)/2, where d without components denotes |d|. For the second orbital, t = (0, 1),

Pt = ½ ( −(dₓ − idᵧ)/d, 1 + d_z/d ).

This vanishes where dₓ = dᵧ = 0 and d_z < 0. At (0,0), (π,0), (0,π) and (π,π), d_z equals m − 2, m, m and m + 2. For m = 1 there is one zero, at k = 0. Near it d_z ≈ −1 + q²/2 and d ≈ 1, so

Pt ≈ ½ ( −(qₓ − iqᵧ), q²/2 ),  |Pt| ≈ q/2,  u ≈ ( −e^{−iθ}, q/2 ).

The winding is −1, hence C = −1. Integrating the curvature numerically, with finite-difference derivatives of projectors on a 128 × 128 mesh, also gives C = −1.000. The zone average of Im⟨∂ₓu|∂ᵧu⟩ in the vortex gauge is 0.0796 a², which is −C/(4π). A Wannier function of finite spread would need zero here.

With the first orbital as trial, the zeros lie at the other three points. Their windings are −1 at (π,0), −1 at (0,π) and +1 at (π,π). The sum is again −1, but this trial creates an unnecessary vortex pair.

The Wannier functions below come from a fast Fourier transform on a 1024 × 1024 mesh, shifted by half a step to avoid the singular points. For m = 1 and the second orbital, along the x axis:

r = 5 a: 2πr²|w| = 1.283
r = 10 a: 1.043
r = 20 a: 1.008
r = 40 a: 1.002

The predicted limit is 1. The deviation falls about fourfold between 20 a and 40 a, as expected for a relative correction of order r⁻². The first component of u is odd in k, so its next term is two powers of q higher. The second component starts at order q, but it is orthogonal to the leading tail and enters |w| through its square.

The spread within radius R is:

R = 10 a: S = 0.645 a²
R = 20 a: 0.755 a²
R = 40 a: 0.865 a²
R = 80 a: 0.976 a²

Each doubling adds 0.110 a², in agreement with ln 2/(2π) = 0.1103. The growth is slow enough to mislead. Extending the law beyond R = 80 a, a spread of 10 a² requires ln(R/80 a) = (10 − 0.976)/0.1592 ≈ 56.7, or R near 3 × 10²⁶ a. A modest spread on one mesh is therefore no evidence of localization; its change with mesh size is the useful signal.

The logarithmic coefficient, taken from the change of S between 20 a and 80 a, responds to the gauge as follows:

one vortex: 0.1593 a² (predicted 0.1592)
same vortex, smooth extra phase: 0.1596 a² (0.1592)
three vortices: 0.476 a² (0.477)
stretched vortex, λ = 0.5: 0.1996 a² (0.1989)

The last digit of these values still depends on the mesh, because periodic images of the power-law tail overlap: on a 2048 × 2048 mesh the one-vortex and stretched values drop by 0.00004 a², to 0.1592 and 0.1995 a². The extra phase is α = 0.8 sin kₓ + 0.5 cos kᵧ. The stretched case replaces sin kᵧ by λ sin kᵧ in d. This moves no zero of Pt and closes no gap, so C remains −1.

**The same trial without the obstruction**

For m = 3, d_z is positive at all four special points. The second orbital then has no zero, and the smallest value of |Pt| on the mesh is 0.96. The gauge is smooth and C = 0. The minimum direct gap is 2 hopping energies for both m = 1 and m = 3, so gap size does not distinguish them. The m = 3 spread is 0.0398 a² at R = 10 a and unchanged to this precision at 80 a. At r = 10, 20 and 30 a the Wannier amplitude is 4.5 × 10⁻⁶, 1.6 × 10⁻⁹ and 9.4 × 10⁻¹³.

The unnormalized projected orbital at m = 1 is also compact, with amplitudes 1.4 × 10⁻⁵, 7.3 × 10⁻⁹ and 4.9 × 10⁻¹² at the same distances. Its decay along x is set by the complex kₓ nearest the real axis at which d² = 0:

3 − 2cos kₓ − 2cos kᵧ + 2cos kₓ cos kᵧ = 0,
cos kₓ = 1 + 1/(2 − 2cos kᵧ) ≥ 5/4.

The minimum, at kᵧ = π, gives kₓ = iκ with cosh κ = 5/4, so κ = ln 2 = 0.693 per lattice constant. The mean rate between 15 a and 30 a is 0.736. The inverse-square-root singularity in kₓ supplies a factor x^{−1/2}, and the integral over kᵧ near π supplies another. The resulting 1/x raises the expected mean rate to ln 2 + (ln 2)/15 = 0.739.

**What to do in practice**

Compute C before constructing a one-band Wannier basis. If it is nonzero, the choice depends on what the basis is for.

*Add bands.* For a group of bands, replace ⟨∂ₓu|∂ᵧu⟩ by its sum over the group. The subtracted term becomes the trace of a product of two anti-Hermitian matrices, which is still real, so finite spreads require the total Chern number to vanish. In the present model, taking both bands restores the original one-site orbitals.

*Give up orthonormality.* Projected orbitals are exponentially localized and can serve as local trial states. Their overlap matrix must not be inverted near k₀ as if it were well conditioned.

*Localize in one direction.* At fixed kᵧ, solve ∂ₓu = (∂ₓP)u along kₓ. The solution is analytic and returns after 2π multiplied by a phase e^{iγ}. Multiplying by e^{−iγkₓ/2π} makes it periodic, so the orbital decays exponentially along x. In a gauge periodic in kₓ, γ = ∮Aₓdkₓ and dγ/dkᵧ = −∮F dkₓ. Over the full range of kᵧ, γ changes by −2πC, which is why the construction cannot also be made smooth and periodic in kᵧ.

*Accept the power law.* Cutting off an isotropic unit-vortex orbital at R discards the weight

∫_R^∞ 2πr dr/(4π²r⁴) = 1/(4πR²),

about 8 × 10⁻⁴ at R = 10 a. Band energies do not suffer from the vortex, because E(k) is gauge-independent and analytic, so its hopping amplitudes decay exponentially. Position matrix elements do suffer. They are Fourier coefficients of A, which diverges as 1/q, and they fall as 1/r.

**Limits of the statement**

The argument assumes a gap at every k; at a band touching P(k) can be discontinuous, and C may then be undefined. It also concerns the infinite lattice. Any finite mesh gives a finite spread, and the obstruction then appears as growth with mesh size. The proof uses translation symmetry and does not cover disorder. For spinless electrons with time-reversal symmetry, P(−k) = P(k)*, which makes F odd in k and C zero, so this obstruction is absent.
